# The de Gennes factor and ordering temperatures of heavy rare-earth metals, part 2

We ask whether the magnetic ordering temperatures of Gd to Tm scale with the de Gennes factor $G$. Angular momenta are in units of $\hbar$. An ion $4f^n$ has orbital momentum $\mathbf L$, spin $\mathbf S$, $\mathbf J=\mathbf L+\mathbf S$ and Landé factor $g$. $P$ projects on the ground multiplet, with states $M$; $x=J(J+1)$, $P\mathbf SP=a\mathbf JP$, $a=g-1$ and $G=a^2x$.

For the heavy ions $J=L+S$ and $a=S/J$. The spin–orbit coupling $\lambda\mathbf L\cdot\mathbf S$ gives the gap $\Delta=\zeta J/2S$ to $J-1$, which holds the weight $S(S+1)-G=SL/J$. In the determinant $M=J$, seven spin-up electrons fill the shell and $n-7$ spin-down electrons occupy $m=3,2,\dots$.

The exchange is
$$H_{\rm ex}=-\tfrac12\sum_{i\ne j}\mathcal J_{ij}\,\mathbf S_i\cdot\mathbf S_j,\qquad \mathcal J(\mathbf q)=\sum_{j}\mathcal J_{ij}\cos\mathbf q\cdot\mathbf R_{ij},$$
with $\mathcal J(\mathbf q)$ largest at $\mathbf Q$. The assumptions are A1 isotropic spin exchange, A2 isolated multiplet ($\Delta$ large against $k_BT$ and the exchange), A3 no crystal field, A4 mean field, A5 the same $\mathcal J(\mathbf Q)$ in every metal.

To be proved:

(iii) Under A1–A4 the paramagnet becomes unstable at $k_BT_{\rm ord}=G\,\mathcal J(\mathbf Q)/3$. Under A1–A3, without mean field, the paramagnetic temperature is $k_B\theta=G\,\mathcal J(0)/3$.

(iv) Under A1–A5, $T_{\rm ord}\propto G$.

Write $\beta=1/k_BT$, and $\langle\cdot\rangle_0$ for the equal-weight average over the ground multiplets; $\langle J_\alpha\rangle_0=0$ and $\langle J_\alpha J_\beta\rangle_0=\delta_{\alpha\beta}\,x/3$.

Lemma 6. Under A1 and A2, to first order in $\mathcal J$, the exchange is $H=-\frac12a^2\sum_{i\ne j}\mathcal J_{ij}\mathbf J_i\cdot\mathbf J_j$, and a pair has levels $-\frac12a^2\mathcal J[K(K+1)-2x]$ with $K=0,\dots,2J$.

Its test case, the Tm pair, has $\mathcal J=0.05$ meV and is diagonalised in the product of the two full terms. Intermediate-coupling values come from diagonalising the full $4f^n$ shell with Slater integrals $F^2,F^4,F^6=12,8,6$ eV and $\zeta=0.25$ eV.

### Proof of (iii), ordering temperature

In mean field ion $i$ feels $-\mathbf h_i\cdot\mathbf S_i$ with $\mathbf h_i=\mathbf b_i+\sum_j\mathcal J_{ij}\langle\mathbf S_j\rangle$, where $\mathbf b_i$ is a small probe; the factor $\frac12$ cancels because spin $i$ occurs in the terms $(i,j)$ and $(j,i)$. For small fields $\langle S_i\rangle=\chi h_i$ along a principal axis, $\chi$ being the single-ion spin susceptibility. Plane waves diagonalise $\mathcal J_{ij}$, so
$$\langle S\rangle_{\mathbf q}=\chi\,[b_{\mathbf q}+\mathcal J(\mathbf q)\langle S\rangle_{\mathbf q}],\qquad \langle S\rangle_{\mathbf q}=\frac{\chi\,b_{\mathbf q}}{1-\mathcal J(\mathbf q)\chi}.$$
At high $T$, $\chi$ is small and the denominator is positive. On cooling it first vanishes for the largest $\mathcal J$, at the highest root over axes of
$$\mathcal J(\mathbf Q)\,\chi(T)=1 .$$
Under A2 and A3 the levels in a field $h$ along $z$ are $-haM$, and to first order in $h$
$$\langle S_z\rangle=a\frac{\sum_MMe^{\beta haM}}{\sum_Me^{\beta haM}}=a\cdot\beta ha\langle M^2\rangle_0=\frac{\beta hG}3 .$$
One factor $a$ comes from the coupling to the field, the other from the spin induced. With $\chi=G/3k_BT$ the condition gives $k_BT_{\rm ord}=G\mathcal J(\mathbf Q)/3$, and A5 turns this into (iv). ∎

### Proof of (iii), paramagnetic temperature

Let $\chi_J$ be the response per ion of $J_z$ to a uniform field coupled to $J_z$; the magnetic susceptibility is $(g\mu_B)^2\chi_J$. Define $\theta$ by $\chi_J=\frac{\beta x}3[1+\theta/T+O(T^{-2})]$, which is the expansion of the Curie–Weiss form $x/3k_B(T-\theta)$. The total $J_z^{\rm tot}$ commutes with $H$ of Lemma 6, so $\chi_J=\beta\langle(J_z^{\rm tot})^2\rangle/N$. Expand $e^{-\beta H}=1-\beta H+\dots$; since $\langle H\rangle_0=0$, the partition function has no first-order term, and
$$\langle(J^{\rm tot}_z)^2\rangle=\frac{Nx}3+\frac{\beta a^2}2\sum_{i\ne j}\mathcal J_{ij}\sum_{k,l}\langle J_{kz}J_{lz}\,\mathbf J_i\cdot\mathbf J_j\rangle_0+\dots$$
The average factorises over ions and vanishes if any ion carries a single operator, which leaves $(k,l)=(i,j)$ and $(j,i)$. In each, the $z$ component of the scalar product gives $(x/3)^2$ and the others zero. The second term is $\beta a^2N\mathcal J(0)(x/3)^2$, so $k_B\theta=a^2x\mathcal J(0)/3$. ∎

Remark. No mean field entered, but "high temperature" means high against the exchange and still low against $\Delta$. For the Tm pair, the low levels of the diagonalisation give $k_B\theta=0.01942$ meV against $G\mathcal J/3=0.01944$ meV, 0.1% below the formula; the difference comes from evaluating at the finite $k_BT=20$ meV, since the levels of Lemma 6 alone, without admixture of $J-1$, give the same 0.01942 meV there. In mean field under A1–A4, $T_{\rm ord}/\theta=\mathcal J(\mathbf Q)/\mathcal J(0)$, which is at least one when $\mathcal J(0)>0$.

### Example: order at finite wavevector

For layers with coupling $\mathcal J_0$ within a layer and $\mathcal J_1,\mathcal J_2$ to the first and second neighbouring layers, $\mathcal J(q)=\mathcal J_0+2\mathcal J_1\cos q+2\mathcal J_2\cos2q$. With $u=\cos q$ this is $\mathcal J_0-2\mathcal J_2+2\mathcal J_1u+4\mathcal J_2u^2$. For $\mathcal J_2<0$ and $|\mathcal J_1|<4|\mathcal J_2|$ the parabola peaks at $\cos Q=-\mathcal J_1/4\mathcal J_2$. Round values $2,2,-1$ meV give $Q=60^\circ$, $\mathcal J(Q)=2+2+1=5$ meV and $\mathcal J(0)=2+4-2=4$ meV. With the quantum numbers of Dy, $T_N=7.0833\times5/(3\times0.086173)=137.0$ K and $\theta=109.6$ K, a ratio of 1.25. Iterating the nonlinear mean-field equations in real space from random moments tests this: at $0.99\,T_N$ an rms moment of 1.02 appears with its strongest Fourier component at $Q$, at $1.01\,T_N$ the largest moment component has decayed to $2\times10^{-14}$ after 3000 iterations, and the uniform response returns 109.6 K.

### Proposition 7 (relaxing A2: mixing of $J-1$)

For $k_BT\ll\Delta$ and static exchange, $\chi=G/3k_BT+2SL/3J\Delta$, and in mean field
$$k_BT_{\rm ord}=\frac{G\mathcal J/3}{1-2\mathcal JSL/(3J\Delta)},\qquad\mathcal J\equiv\mathcal J(\mathbf Q).$$

Proof. For $\lambda\mathbf L\cdot\mathbf S-hS_z$, second-order perturbation theory gives $E_M=-haM-h^2v_M/\Delta$ with $v_M=|\langle J-1,M|S_z|J,M\rangle|^2$. With the upper multiplets empty, expanding $F=-k_BT\ln\sum_Me^{-\beta E_M}$ to order $h^2$ gives $F=F_0-h^2[\beta a^2\langle M^2\rangle_0/2+\langle v\rangle_0/\Delta]$. The average $\langle v\rangle_0$ is the normalised trace of $PS_zP_{J-1}S_zP$; a trace over multiplets is the same for the three axes, so it is one third of $SL/J$. Then $\chi=-\partial^2F/\partial h^2$. Inserting $\chi$ in $\mathcal J\chi=1$ gives $G\mathcal J/3k_BT=1-2\mathcal JSL/3J\Delta$. ∎

Remark. In the opposite limit $|\lambda|\to0$ all multiplets are equally populated, the spin is free, $\chi=S(S+1)/3k_BT$, and $T_{\rm ord}\propto S(S+1)$. Thermal averages in a small finite field over the whole term test both the proposition and this limit.

### Proposition 8 (relaxing A3: axial crystal field)

Let the lattice add $A\sum_i(3\cos^2\vartheta_i-1)$ over the $f$ electrons, the radial average being absorbed in $A$. Within the multiplet this is $BO$ with $O=3J_z^2-x$ and $B=\alpha A$. To first order in $B$ it shifts $k_B\theta_\parallel$ by $-\frac45(J-\frac12)(J+\frac32)B$ and $k_B\theta_\perp$ by $-\frac12$ of that, so that $(\theta_\parallel+2\theta_\perp)/3$ is unchanged. In mean field, for order along $z$, $k_BT_{\rm ord}\le a^2J^2\mathcal J$, the limit reached as $B\to-\infty$.

Proof. The operator $Q_2=\sum_i\sin^2\vartheta_ie^{2i\phi_i}\propto\sum_iY_{22}(i)$ raises $M$ by two and commutes with $J_+$, and so does $J_+^2$. Let $q_M=\langle M+2|Q_2|M\rangle$ and $j_M=\langle M+1|J_+|M\rangle\ne0$. Commutation with $J_+$ gives $q_{M+1}j_M=j_{M+2}q_M$, which fixes all $q_M$ from one, so $PQ_2P$ is a multiple of $J_+^2P$. Two commutators with $J_-$ turn $Q_2$ into a multiple of $\sum_iY_{20}(i)\propto\sum_i(3\cos^2\vartheta_i-1)$. For $J_+^2$, $[J_-,J_+]=-2J_z$ gives $[J_-,J_+^2]=-2(J_zJ_++J_+J_z)$; with $[J_-,J_z]=J_-$ the next commutator is $-2(J_-J_++J_+J_--4J_z^2)=-4(x-3J_z^2)=4O$. Hence $P\sum_i(3\cos^2\vartheta_i-1)P=\alpha OP$, which defines the Stevens factor $\alpha$.

For one electron with $l=3$ the same statement reads $c(3m^2-12)$. At $m=3$ the density is $(1-u^2)^3$ with $u=\cos\vartheta$, and $\langle u^2\rangle=\frac{16}{315}/\frac{16}{35}=\frac19$, so $-\frac23=15c$ and $c=-\frac2{45}$. In the determinant with $M=J$ the filled spin-up shell contributes zero and $O=J(2J-1)$, so
$$\alpha=-\frac2{45}\,\frac{\sum_{m\downarrow}(3m^2-12)}{J(2J-1)} .$$
The values $15,0,-9,-12,-9$ for $m=3,\dots,-1$ give the sums $15,15,6,-6,-15$ and the denominators $66,105,120,105,66$ for Tb to Tm.

For the shifts, add $-bJ_\alpha$ and expand $Z={\rm Tr}\,e^{-\beta(BO-bJ_\alpha)}$. The term in $Bb^2$ comes from the cube, whose three orderings have equal traces, giving $-\frac{3}{3!}\beta^3Bb^2\langle OJ_\alpha^2\rangle_0$. As $\langle O\rangle_0=0$, $\chi_J=\beta^{-1}\partial_b^2\ln Z=\beta x/3-\beta^2B\langle OJ_\alpha^2\rangle_0$, and the shift of $k_B\theta$ is $-B\langle OJ_\alpha^2\rangle_0/(x/3)$; it adds to the exchange term, both being of relative order $\beta$. For $\langle M^4\rangle_0$, the function $F(y)=y^5/5-y^3/6+7y/240$ obeys $F(y+\frac12)-F(y-\frac12)=y^4$, as the binomial expansions $5y^4+\frac52y^2+\frac1{16}$ and $3y^2+\frac14$ of the fifth- and third-power differences show. The sum telescopes to $2F(w)$ with $w=J+\frac12$, $w^2=x+\frac14$, and division by $2w$ gives $w^4/5-w^2/6+7/240=x(3x-1)/15$. Then
$$\langle OJ_z^2\rangle_0=\frac{x(3x-1)}5-\frac{x^2}3=\frac{x(4x-3)}{15},$$
and $4x-3=(2J-1)(2J+3)$ gives the stated shift. The sum over the three axes is $x\langle O\rangle_0=0$ and the two planar axes are equivalent, which gives the factor $-\frac12$. Finally $J_z$ commutes with $O$, so along $z$, $\chi=\beta a^2\langle M^2\rangle\le\beta a^2J^2$, with equality when the doublet $M=\pm J$ alone is populated. ∎

Remark. The Ising limit exceeds $G\mathcal J/3$ by the factor $3J/(J+1)$. To first order either sign of $B$ raises the temperature of the easiest direction: $z$ for $B<0$, the plane for $B>0$. The hard axis need not order at all; for integer $J$ and $B>0$ the ground state is $M=0$ and $\langle M^2\rangle$ vanishes as $T\to0$. Finite-field averages test both shifts for both signs of $B$, the Ising factor and the choice of axis. The proportionality to $O$ is tested across $M$ in the full-shell diagonalisation, whose $\alpha$ at very small $\zeta$, from $-0.010101$ for Tb to $+0.010101$ for Tm, agrees with the closed form in the printed digits.

### Worked example: Gd to Tm

Fix $\mathcal J$ by Gd, which has $L=0$ and $\alpha=0$: $\mathcal J=3\times0.086173\times290/15.75=4.76$ meV, or 55 K. Take $\zeta=0.25$ eV and $A=-10$ meV, rough typical sizes, for all ions. For Tb the bare value is $T_G=290\times10.5/15.75=193.3$ K. Mixing gives $2\times4.76\times1.5/(3\times250)=0.0190$ and $T_{\rm mix}=193.3/0.9810=197.1$ K. The crystal field is $B=(-0.010101)(-10)=+0.101$ meV, so $\theta_\parallel$ shifts by $-0.8\times5.5\times7.5\times0.101=-3.33$ meV, or $-38.7$ K, and $\theta_\perp$ by $+19$ K. The first-order estimate $193+19=213$ K (from unrounded terms) compares with 210 K from the root of $\mathcal J\chi=1$ with the full $\chi$. This root, called $T_{\rm cf}$, is taken on the easier axis within the ground multiplet, with the crystal field to all orders and without mixing of $J-1$. All temperatures are in K; the numerical output below the text lists further digits.

| ion | $G$ | rough $T$ | $T_G$ | $T_{\rm mix}$ | $T_{\rm cf}$ |
|---|---|---|---|---|---|
| Gd | 15.75 | 290 | 290 | 290 | 290 |
| Tb | 10.50 | 230 | 193 | 197 | 210 |
| Dy | 7.08 | 180 | 130 | 132 | 145 |
| Ho | 4.50 | 130 | 83 | 84 | 89 |
| Er | 2.55 | 85 | 47 | 47 | 59 |
| Tm | 1.17 | 58 | 21 | 22 | 42 |

Statement (iv) fails against the rough values. The ratio $T/G$ rises from 18 K for Gd to 50 K for Tm, a factor of 2.7, and a straight-line fit of $\ln T$ against $\ln G$ has slope 0.64 in place of 1. That slope describes six points and is not a derived exponent. $G$ gives the right order of the six metals, which $g^2J(J+1)$ does not.

Assumption A2 is not the cause in this model. Mixing raises $T$ by 2% of $T_G$ for Tb and by less for the later ions. With intermediate-coupling values of $G$ and Gd again fixed, the predictions are 190, 126, 79, 46.5 and 21.8 K, further from the rough values for Tb to Er and almost unchanged for Tm, where the sign of the small change depends on the parameters (21.4 K with ion-specific $\zeta$ and $F^k$, against 21.5 K in $LS$ coupling).

In the model, relaxing A3 closes part of the gap; how much depends on the rough input $A$. With one value of $A$ the easy direction is the plane for Tb, Dy and Ho and the axis for Er and Tm, following the sign change of $\alpha$, and the slope of the model falls to 0.77 (0.84 for $A=-5$ meV, 0.71 for $A=-20$ meV). For Tm the first-order shift of 38.7 K exceeds $T_G$ itself and cannot be added: the full result is 42 K. The Ising bound with the exchange of Gd is $21.5\times2.57=55$ K, so no axial field of this form reaches 58 K, though the margin of 5% is small for inputs this rough.

The remainder can be stated as the exchange each metal would need, $1/\chi$ at its rough temperature. Relative to Gd it is 1.19, 1.38, 1.57, 1.81 and 2.70 for Tb to Tm without crystal field, and 1.10, 1.26, 1.49, 1.53 and 1.57 with it. Within A1 and A4, and for this $A$, A5 therefore fails by up to about one half. The size depends on $A$: the largest ratio is 1.99 (Tm) for $A=-5$ meV and 1.42 (Ho) for $A=-20$ meV, where Tm needs 1.22. This is an inference from the model; no band structure was computed.

The asymptotic paramagnetic temperature of (iii) probes $\mathcal J(0)$ without mean field and, once averaged over directions, without the first-order crystal-field shift. Measured values are straight-line fits in a finite window above the ordering temperature, where short-range order lowers the intercept. In a spherical nearest-neighbour fcc toy model this lowering is 12 to 18% for a Gd-like case and about 6% for an Er-like case, so trends in $\theta/G$ of this size are uncertain. Rough averaged values for Gd to Er are 320, 220, 150, 83 and 42 K, so $\theta/G$ is 20.3, 21.0, 21.2, 18.4 and 16.5 K, with a largest-to-smallest ratio of 1.29 and a logarithmic slope of 1.13. Over the same five metals $T/G$ spreads by $33.3/18.4=1.8$. Tm is left out. Its rough values, about 41 K along the axis and $-17$ K in the plane, average to a few kelvin, but the average removes the crystal field only to first order. With the first-order shift of 38.7 K found above, the next order changes a $\theta$ read off near 200 K by something like $38.7^2/200\approx7$ K, more than the average itself; in the model the average is lowered by 4 to 10 K, depending on how $\theta$ is read off. Restoring this leaves 6 to 12 K, still below the 19 to 25 K that the $\theta/G$ of the other metals would give, but too uncertain for a value of $\mathcal J(0)$ to be inferred. Read through (iii), $\mathcal J(0)$ is nearly constant from Gd to Dy and about a fifth lower at Er, while the needed $\mathcal J(\mathbf Q)$ rises. A peak at finite $\mathbf Q$ that grows along the series, as in the layer model, would produce this pattern; that it is the cause is a conjecture here.

Two features of the numbers go against expectation. First, Gd has $T/\theta=290/320=0.91$, while mean field requires a ratio of at least one. If A1–A3 hold, A4 thus fails for the reference metal by at least about a tenth of $\theta$ (by more if $\mathbf Q\ne0$, or if the fitted $\theta$ lies below the asymptotic one), presumably through fluctuations (a conjecture, not examined), and the $\mathcal J$ fixed from $T$ is an effective value; the ratios above assume that this error is alike in all six metals. Second, $S(S+1)$ tracks the ordering temperatures better than $G$, with a spread of 1.58 against 2.70. In the model of Proposition 7 that scaling needs $\Delta\ll k_BT$, whereas Tb has $\Delta/k_BT=250/(0.0862\times230)\approx13$, and the computed $T_{\rm mix}$ stays within 2% of $T_G$. Free spins are therefore excluded as the mechanism within this model. For $\theta$, where fewer assumptions enter, the ranking is reversed: over the five metals Gd to Er the spread is 1.81 for $S(S+1)$ and 1.29 for $G$. Tm is left out of this comparison for the reason given above.

## Values computed for the example and the checks

```
f-s angular exchange factor (k=3): 0.142857
ring N=10 I=0.02 R=1: Jex/I^2 sum -0.03629, diag -0.03629 (1/t)
ring N=10 I=0.02 R=2: Jex/I^2 sum 0.00697, diag 0.00697 (1/t)
ring N=10 I=0.02 R=3: Jex/I^2 sum -0.01803, diag -0.01803 (1/t)
inputs: F2,F4,F6 = 12.0,8.0,6.0 eV, zeta = 0.25 eV, A = -10.0 meV (rough sizes)
kB = 0.086173 meV/K, g_e = 2.002319
ion n S L J | a g g(g_e) G S(S+1) leak g^2J(J+1) (dimensionless)
Gd 7 3.5 0 3.5 | 1.0000 2.0000 2.0023 15.7500 15.75 0.0000 63.00
Tb 8 3.0 3 6.0 | 0.5000 1.5000 1.5012 10.5000 12.00 1.5000 94.50
Dy 9 2.5 5 7.5 | 0.3333 1.3333 1.3341 7.0833 8.75 1.6667 113.33
Ho 10 2.0 6 8.0 | 0.2500 1.2500 1.2506 4.5000 6.00 1.5000 112.50
Er 11 1.5 6 7.5 | 0.2000 1.2000 1.2005 2.5500 3.75 1.2000 91.80
Tm 12 1.0 5 6.0 | 0.1667 1.1667 1.1671 1.1667 2.00 0.8333 57.17
Yb 13 0.5 3 3.5 | 0.1429 1.1429 1.1432 0.3214 0.75 0.4286 20.57
ion | a, G (intermediate coupling), Lande gap eV, lowest excitation eV, alpha (LS)
Gd 0.9870 15.3440 none 4.137 -0.000000
Tb 0.4898 10.0747 0.250 0.305 -0.010101
Dy 0.3231 6.6570 0.375 0.455 -0.006349
Ho 0.2412 4.1888 0.500 0.590 -0.002222
Er 0.1965 2.4626 0.625 0.679 +0.002540
Tm 0.1656 1.1514 0.750 0.629 +0.010101
Yb 0.1429 0.3214 0.875 0.875 +0.031746
Tm pair Jex=0.05 meV: width 0.10833, formula 0.10833 meV
Tm pair k theta: diag 0.01942, G Jex/3 0.01944 meV
layers J0,J1,J2 = 2.0,2.0,-1.0 meV: Q 60.0 deg, Jex(Q) 5.00, Jex(0) 4.00 meV
layers (Dy): T_N 137.00 K, theta 109.60 K (iterated 109.60 K), ratio 1.250
rms moment at 0.99 T_N 1.024, at 1.01 T_N 2e-14 (hbar)
Jex from rough T(Gd): 4.760 meV = 55.2 K
ion | T_rough, T_G, T_Jmix, T_CF K, easy axis; B meV, dtheta_par K, Ising factor,
    | Jex needed/Jex(Gd) bare, with CF
Gd 290 290.0 290.0 290.0 none; +0.0000 -0.0 2.33 1.00 1.00
Tb 230 193.3 197.1 209.8 plane; +0.1010 -38.7 2.57 1.19 1.10
Dy 180 130.4 132.3 145.4 plane; +0.0635 -37.1 2.65 1.38 1.26
Ho 130 82.9 83.7 89.2 plane; +0.0222 -14.7 2.67 1.57 1.49
Er 85 47.0 47.2 59.5 z; -0.0254 +14.9 2.65 1.81 1.53
Tm 58 21.5 21.6 42.0 z; -0.1010 +38.7 2.57 2.70 1.57
T from intermediate-coupling G, Gd fixed, K: 290.0 190.4 125.8 79.2 46.5 21.8
T_rough/G K: 18.4 21.9 25.4 28.9 33.3 49.7
T_rough/S(S+1) K: 18.4 19.2 20.6 21.7 22.7 29.0
T_rough/g^2J(J+1) K: 4.6 2.4 1.6 1.2 0.9 1.0
theta_rough K (Gd-Er): 320.0 220.0 150.0 83.0 42.0
theta_rough/G K: 20.3 21.0 21.2 18.4 16.5
theta_rough/S(S+1) K: 20.3 18.3 17.1 13.8 11.2
log slopes vs G: T_rough 0.64, theta_rough 1.13, T_CF model 0.77
max/min: T/G 2.70, T/S(S+1) 1.58, T/g2J(J+1) 4.97
max/min: theta/G 1.29, theta/S(S+1) 1.81
```
